# Extra resistance of a transparent contact between a ferromagnet and normal metal

A ferromagnet F fills $x<0$ and a normal metal N fills $x>0$. Both have the same cross-section, and a charge current density $J$ flows along $+x$. The magnetization is uniform and collinear with the spin axis, so the electrons form two channels, labelled $+$ and $-$. Each channel has a current density $J_\pm$ and an electrochemical potential $V_\pm$, expressed as a voltage, so that current flows from high to low $V_\pm$.

The channel resistivities are

$$\rho_\pm=2\rho_F^*(1\mp\beta)\ \text{in F},\qquad \rho_\pm=2\rho_N\ \text{in N},$$

with $|\beta|<1$. For $\beta>0$ the $+$ channel conducts better. Transport is diffusive and linear: mean free paths are short compared with the distances over which spin relaxes. The interface is transparent, meaning that $V_+$ and $V_-$ are each continuous there. As a separate assumption, it flips no spins, so $J_+$ and $J_-$ are continuous too.

The problem is to find how much resistance the contact adds to that of the two metals in series. Resistances are quoted as resistance times area.

## (a) From two channels to mean and splitting

**Define $\bar V=(V_++V_-)/2$, $A=(V_+-V_-)/2$ and the spin current $J_s=J_+-J_-$. Write Ohm's law in F in these variables, and find the resistivity $\rho_F$ measured on a long piece of F.**

Since $J=J_++J_-$, the channel currents are $J_\pm=(J\pm J_s)/2$. Ohm's law, $-V_\pm'=\rho_\pm J_\pm$, becomes

$$-V_+'=\rho_F^*(1-\beta)(J+J_s)=\rho_F^*(J+J_s-\beta J-\beta J_s),$$

$$-V_-'=\rho_F^*(1+\beta)(J-J_s)=\rho_F^*(J-J_s+\beta J-\beta J_s).$$

Half the sum and half the difference are

$$-\bar V'=\rho_F^*(J-\beta J_s),\qquad -A'=\rho_F^*(J_s-\beta J). \tag{1}$$

Far from any contact, spin flips equalize the two potentials, so $A=0$ and $A'=0$. The second equation then gives $J_s=\beta J$: the bulk current has polarization $\beta$. Put into the first, this gives $-\bar V'=\rho_F^*(1-\beta^2)J$, hence

$$\rho_F=(1-\beta^2)\rho_F^*. \tag{2}$$

This is the parallel combination of the two channels. In N, equations (1) hold with $\beta=0$ and $\rho_F^*$ replaced by $\rho_N$, which is the measured resistivity of N.

## (b) How the splitting decays

**Spin flips transfer a current $g(V_+-V_-)$ per unit volume from the $+$ to the $-$ channel. Derive the equation for $A$.**

The transfer vanishes when the potentials are equal and is proportional to their difference in linear response. Because $V_+-V_-=2A$, charge conservation in each channel reads

$$J_+'=-2gA,\qquad J_-'=+2gA.$$

The sum gives $J'=0$, so $J$ is uniform. The difference gives $J_s'=-4gA$. Differentiating the second equation in (1), with $J$ and $\beta$ constant within F, gives

$$A''=-\rho_F^*J_s'=4g\rho_F^*A.$$

Thus

$$A''=\frac{A}{l_F^2},\qquad \frac1{l_F^2}=4g\rho_F^*=g(\rho_++\rho_-). \tag{3}$$

The length $l_F$ is the spin-diffusion length. The same argument in N, with its own $g$, gives $l_N$.

## (c) Matching at the interface

**Let both metals be long compared with their spin-diffusion lengths. Find the splitting $A_0$ at the interface and the spin current crossing it.**

The solutions that stay bounded away from the interface, with $A$ continuous at $x=0$, are

$$A=A_0e^{x/l_F}\ (x<0),\qquad A=A_0e^{-x/l_N}\ (x>0).$$

Define the spin resistances

$$r_F=\rho_F^*l_F,\qquad r_N=\rho_Nl_N.$$

From (1), $J_s=\beta J-A'/\rho_F^*$ in F and $J_s=-A'/\rho_N$ in N. The slopes at the interface are $A_0/l_F$ on the left and $-A_0/l_N$ on the right, so

$$J_s(0^-)=\beta J-\frac{A_0}{r_F},\qquad J_s(0^+)=\frac{A_0}{r_N}.$$

Equating the two gives $\beta J=A_0(1/r_F+1/r_N)$, or

$$A_0=\beta J\,\frac{r_Fr_N}{r_F+r_N},\qquad \frac{J_s(0)}{J}=\frac{\beta r_F}{r_F+r_N}. \tag{4}$$

The ferromagnet supplies spin current $\beta J$, which N cannot carry in its bulk. The excess is removed by spin flips on both sides, and $A_0$ is the splitting needed to drive them. The metal with the smaller spin resistance takes the larger share.

## (d) The added resistance

**Extrapolate the straight voltage profiles of the two bulk metals to $x=0$. Find the difference between them per unit current, $r_{SI}$, and examine its limits.**

In F, insert $J_s=\beta J-A'/\rho_F^*$ into the first equation of (1):

$$-\bar V'=\rho_F^*J-\beta\rho_F^*\left(\beta J-\frac{A'}{\rho_F^*}\right)=\rho_F^*(1-\beta^2)J+\beta A'.$$

Moving the last term to the left and using (2) gives

$$(\bar V+\beta A)'=-\rho_FJ. \tag{5}$$

The combination $\bar V+\beta A$ is therefore linear right up to the interface. It is the average of $V_+$ and $V_-$ weighted by channel conductivity: the weights are $(1\pm\beta)/2$, and

$$\frac{1+\beta}{2}(\bar V+A)+\frac{1-\beta}{2}(\bar V-A)=\bar V+\beta A.$$

Integrating (5) from $x$ to $0$ in F, and the corresponding equation with $\beta=0$ in N, gives

$$\bar V+\beta A=\bar V(0)+\beta A_0-\rho_FJx\quad(x<0),$$

$$\bar V=\bar V(0)-\rho_NJx\quad(x>0).$$

Deep in F, $A$ vanishes and the first line is the ordinary voltage profile. Extrapolated to $x=0$, the profiles reach $\bar V(0)+\beta A_0$ and $\bar V(0)$. The extra drop is $\beta A_0$, and with (4)

$$\boxed{r_{SI}=\frac{\beta A_0}{J}=\beta^2\,\frac{r_Fr_N}{r_F+r_N}} \tag{6}$$

No channel potential jumps at the interface. The extra drop builds up over a distance of order $l_F$ inside the ferromagnet, where the current is less polarized than in the bulk. By (1), $-\bar V'=\rho_F^*(J-\beta J_s)$, so a smaller $\beta J_s$ means a steeper fall of $\bar V$.

Reversing the magnetization changes the sign of $\beta$ and leaves $r_{SI}$ unchanged. For $r_N\ll r_F$, $r_{SI}\to\beta^2r_N$: nearly the full polarization $\beta$ enters N and relaxes there. For $r_F\ll r_N$, $r_{SI}\to\beta^2r_F$: the current loses most of its polarization before leaving F.

The spin resistance $r_F$ contains $\rho_F^*$, not the measured $\rho_F$. In terms of $R_F=\rho_Fl_F$, we have $r_F=R_F/(1-\beta^2)$, and multiplying numerator and denominator of (6) by $1-\beta^2$ gives

$$r_{SI}=\frac{\beta^2R_Fr_N}{R_F+(1-\beta^2)r_N}. \tag{7}$$

## (e) Where the energy goes

**Show that the extra heat equals $J^2r_{SI}$, and find the part released by spin flips.**

The Joule heat per unit volume in F is

$$\rho_+J_+^2+\rho_-J_-^2=\frac{\rho_F^*}{2}\left[(1-\beta)(J+J_s)^2+(1+\beta)(J-J_s)^2\right].$$

Expanding the squares gives $\rho_F^*(J^2+J_s^2-2\beta JJ_s)$. Completing the square in $J_s$ and using (1),

$$\rho_F^*(1-\beta^2)J^2+\rho_F^*(J_s-\beta J)^2=\rho_FJ^2+\frac{A'^2}{\rho_F^*}.$$

The first term is the bulk heat and the second is extra. In addition, the spin-flip current $2gA$ falls through the potential difference $2A$, releasing $4gA^2=A^2/(\rho_F^*l_F^2)$ by (3). For an exponential profile $A'^2=A^2/l_F^2$, so the two extra terms are equal at every point. Each integrates to

$$\frac{A_0^2}{\rho_F^*l_F^2}\int_{-\infty}^0e^{2x/l_F}dx=\frac{A_0^2}{2r_F}.$$

In N the same steps give $A_0^2/(2r_N)$ for each term. The total extra heat per unit area is

$$A_0^2\left(\frac1{r_F}+\frac1{r_N}\right)=\beta JA_0=J^2r_{SI}.$$

Half is Joule heat in the channels and half is released by spin flips.

## (f) Short layers and a second arm

**First let the metals have lengths $L_F$ and $L_N$, with ends that force $V_+=V_-$. Then return to long metals and attach a second, identical N arm that carries no net charge current. Find $r_{SI}$ in each case.**

With $A=0$ at $x=-L_F$, the solution in F is

$$A=A_0\frac{\sinh[(x+L_F)/l_F]}{\sinh(L_F/l_F)},\qquad A'(0^-)=\frac{A_0}{l_F\tanh(L_F/l_F)}.$$

The slope is that of a long metal with $r_F$ replaced by $r_F\tanh(L_F/l_F)$. Likewise $r_N$ becomes $r_N\tanh(L_N/l_N)$. Since $A=0$ at the ends, (5) still gives an extra drop $\beta A_0$, so (6) holds with these replacements. Such ends help to relax the spin and reduce $r_{SI}$. An end that blocks spin current would need a different boundary condition.

For the second arm, assume a junction small compared with the spin-diffusion lengths. Each arm draws spin current $A_0/r_N$, so the balance is $\beta J=A_0(1/r_F+2/r_N)$ and

$$r_{SI}=\frac{\beta^2}{1/r_F+2/r_N}. \tag{8}$$

## (g) An interface that is not ideal

**Give the interface channel resistances $2r_b(1\mp\gamma)$, without spin flips, and find the total extra resistance. Separately, estimate the effect of spin flips in a thin interface layer.**

The algebra of part (a), applied to finite drops, gives

$$\bar V(0^-)-\bar V(0^+)=r_b(J-\gamma J_s),\qquad A(0^-)-A(0^+)=r_b(J_s-\gamma J).$$

From part (c), $A(0^-)=r_F(\beta J-J_s)$ and $A(0^+)=r_NJ_s$. Substituting these and collecting $J_s$,

$$J_s=J\,\frac{\beta r_F+\gamma r_b}{r_F+r_N+r_b}.$$

The extra drop is $\beta A(0^-)$ from F plus the jump in $\bar V$:

$$\beta r_F(\beta J-J_s)+r_b(J-\gamma J_s)=J(\beta^2r_F+r_b)-J_s(\beta r_F+\gamma r_b).$$

Dividing by $J$,

$$r_{\rm tot}=\beta^2r_F+r_b-\frac{(\beta r_F+\gamma r_b)^2}{r_F+r_N+r_b}. \tag{9}$$

For $r_b=0$ this returns (6).

For spin flips, take a nonmagnetic layer of thickness $t$, resistivity $\rho_I$ and spin-diffusion length $l_I$. Put $r_b=\rho_It$ and $\delta=t/l_I$. If $A$ is nearly constant across the layer, the spin current lost in it is $4gtA_0=tA_0/(\rho_Il_I^2)=\delta^2A_0/r_b$. Leaving out the layer's series resistance, to isolate the spin loss, gives

$$r_{SI}=\frac{\beta^2}{1/r_F+1/r_N+\delta^2/r_b}. \tag{10}$$

## (h) A cobalt plug and a metal line

**Evaluate the result for a cobalt plug 100 nm long joined end to end with a nonmagnetic line 500 nm long, both 100 nm by 100 nm in section, at 300 K. For cobalt take $\rho_F=15$ µΩ cm, $\beta=0.4$, $l_F=40$ nm; for the line take $\rho_N=3$ µΩ cm, $l_N=200$ nm. Judge the neglected effects.**

These are assumed round values for a cobalt film and a low-resistivity line. The result depends strongly on them: with $l_F=8$ nm and the rest unchanged, $r_{SI}$ would be 0.18 fΩ m² instead of the 0.52 found below. From (2), $\rho_F^*=15/(1-0.16)=17.86$ µΩ cm. With 1 fΩ m² $=10^{-15}$ Ω m²,

$$r_F=(17.86\times10^{-8})(40\times10^{-9})\ \Omega\,\mathrm{m^2}=7.14\ \mathrm{f\Omega\,m^2},$$

$$r_N=(3\times10^{-8})(200\times10^{-9})\ \Omega\,\mathrm{m^2}=6.00\ \mathrm{f\Omega\,m^2}.$$

Equations (4) and (6) give

$$\frac{A_0}{J}=0.4\times\frac{7.14\times6.00}{13.14}=1.30\ \mathrm{f\Omega\,m^2},\qquad r_{SI}=0.4\times1.30=0.52\ \mathrm{f\Omega\,m^2}.$$

Over an area of $10^{-14}$ m² this is 0.052 Ω, equivalent to 3.5 nm of cobalt. The current crossing the interface has polarization 0.22, against 0.4 in bulk cobalt. Using $\rho_Fl_F$ in place of $r_F$ in (6) would give 0.48 fΩ m².

A direct numerical solution of the two channels as a resistor ladder, with these material parameters and each metal fourteen spin-diffusion lengths long, gives an excess of 0.5217 fΩ m², in agreement with (6). Its spin-flip heat divided by $J^2$ is 0.2609 fΩ m², half the excess, as part (e) requires.

The plug and line each contribute 15 fΩ m² in series, so $r_{SI}$ is 1.7% of the 30 fΩ m² bulk value. If both resistivities rise by an assumed 0.4% per kelvin, a drift of about 4 K changes the total by as much. An assumed 1% anisotropic magnetoresistance changes the cobalt contribution by 0.15 fΩ m². Identifying $r_{SI}$ in a measurement therefore requires control of both temperature and magnetization direction. The uniform magnetization assumed here also needs an applied field: without one, a cobalt cube of this size has a lower energy in a nonuniform state with almost no net moment (a vortex when the crystal anisotropy is weak, close to two opposite domains for the uniaxial anisotropy of hexagonal cobalt), which the model with a uniform magnetization does not describe.

Two further effects are left out. If the plug stands on top of the line, flush with its end, the current turns a corner. A two-dimensional solution of Laplace's equation then gives a change in the series value that depends on where the line length is counted from: about +1.8 fΩ m² from the near edge of the plug, +0.3 from its centre and −1.2 from its far edge. The corner also changes the spin term itself: for long metals a two-dimensional two-channel solution gives about 0.48 fΩ m² instead of 0.52. The geometry must therefore be treated carefully before a term as small as $r_{SI}$ can be separated. A steady current also heats or cools the contact by the Peltier effect, and the resulting Seebeck voltage is linear in $J$. For an assumed difference of 20 to 30 µV/K between the Seebeck coefficients, thermal conductivities from the Wiedemann–Franz law and outer ends held at fixed temperature, this adds roughly 0.1 to 0.3 fΩ m².

The following values, in fΩ m², each change one condition and hold the other parameters fixed:

- Ends that force $V_+=V_-$ at the stated lengths: 0.51.
- The same ends, with lengths cut to 40 nm and 200 nm: 0.40.
- A second line arm, long metals, by (8): 0.34. This treats the junction as small, although its 100 nm width exceeds $l_F$; a two-dimensional solution with the plug standing on the line gives about 0.36.
- Interface scattering with assumed $r_b=0.5$ fΩ m² and $\gamma=0.75$: 0.88 in total.
- Interface spin loss with the same $r_b$ and assumed $\delta=0.25$, by (10): 0.37. Letting $A$ vary across the layer gives 0.39, again without the layer's series resistance.

The diffusive assumption can be judged from a free-electron estimate. With $\rho=\hbar k_F/(ne^2\lambda)$ and $n=k_F^3/3\pi^2$, the mean free path is $\lambda=3\pi^2\hbar/(e^2k_F^2\rho)$. For an assumed $k_F=14$ nm⁻¹ this gives 4 nm in cobalt and 21 nm in the line, about a tenth of the spin-diffusion length in each. The cobalt figure averages over unequal channels: taken separately they give about 6 nm for $+$ and 2.5 nm for $-$, so the better-conducting channel reaches about a seventh of $l_F$. The estimate is crude for cobalt, whose bands are not free-electron-like. Diffusion is a reasonable but not a precise description here, and the correction to $r_{SI}$ has not been calculated.

Linear response is safer. At 1 MA/cm² the extra voltage is 5.2 µV and the channel splitting $2A_0$ is 26 µV, about a thousandth of the thermal voltage of 26 mV.

Cobalt plugs in advanced interconnects can be only tens of nanometres wide and high, and liner layers may separate them from the line. The long-metal and transparent-interface assumptions then fail. In the cases above, short layers with ends that force $V_+=V_-$ lower the ideal value by about a quarter, while interface scattering raises the total extra resistance by about two thirds. If the far end of the short line blocks spin current instead, the short layers give 0.51 fΩ m², almost the ideal value. A narrower plug would also need its own resistivity and spin-diffusion length. The value 0.52 fΩ m² is thus the spin-relaxation contribution of an ideal contact with the assumed parameters, not a prediction of the full resistance of a manufactured via. The numerical output below lists the main computed values.

## Computed values

```
Cobalt resistivity, measured kind: 15 uOhm cm
Line resistivity: 3 uOhm cm
Bulk asymmetry beta: 0.4
Spin-diffusion length, cobalt: 40 nm
Spin-diffusion length, line: 200 nm
Cobalt length: 100 nm
Line length: 500 nm
Side of square cross-section: 100 nm
Temperature: 300 K
Cobalt rho_star: 17.86 uOhm cm
Spin resistance rF: 7.143 fOhm m^2
Spin resistance rN: 6 fOhm m^2
Interface A0/J: 1.304 fOhm m^2
Interface spin current Js/J: 0.2174
Ideal r_SI, formula: 0.5217 fOhm m^2
Ideal r_SI, network: 0.5217 fOhm m^2
Largest relative deviation, general cases: 1.3e-05
Spin-flip heat/J^2, network: 0.2609 fOhm m^2
Wrong value from measured rho in rF: 0.48 fOhm m^2
Contact resistance from r_SI: 0.0522 Ohm
Equivalent cobalt length: 3.48 nm
Bulk series resistance times area: 30 fOhm m^2
r_SI over bulk series value: 1.74 percent
Finite layers of example, r_SI: 0.5148 fOhm m^2
Layers one diffusion length long, r_SI: 0.3974 fOhm m^2
Line with second arm, r_SI: 0.338 fOhm m^2
Assumed interface rb: 0.5 fOhm m^2
Assumed interface asymmetry gamma: 0.75
Total excess with interface scattering: 0.8771 fOhm m^2
Assumed interface spin-loss delta: 0.25
r_SI with interface spin loss alone: 0.3707 fOhm m^2
Assumed Fermi wavenumber: 14 1/nm
Mean free path estimate, cobalt: 4.1 nm
Mean free path estimate, line: 21 nm
Mean free path/diffusion length, cobalt: 0.1
Mean free path/diffusion length, line: 0.1
Ballistic contact scale: 0.83 fOhm m^2
Assumed anisotropic magnetoresistance: 1 percent
Its change of cobalt resistance: 0.15 fOhm m^2
Assumed temperature coefficient: 0.4 percent/K
Temperature drift that mimics r_SI: 4.3 K
Current density: 1 MA/cm^2
Extra interface voltage: 5.22 uV
Channel splitting 2 A0: 26.1 uV
Thermal voltage: 25.9 mV
```
